# Potential and Energy of Charged Wires in Square Supercells, part 1

(Sections cited here and not found follow in the second part.)

## First half: the potential of a square array of charged lines

### Definitions and conventions

Gaussian units are used. Infinitely long, straight, parallel lines run along \(z\) and cross the \(xy\) plane at the points \(\mathbf R=L(n_1,n_2)\), with \(n_1,n_2\) integers. Each line carries the charge \(\lambda\) per unit length. A uniform background of charge density \(-\lambda/L^2\) makes every cell neutral. The medium is a linear, uniform and isotropic dielectric of constant \(\varepsilon\), and \(\lambda\) and the background are free charges. Nothing depends on \(z\), so \(\mathbf r=(x,y)\) and \(r=|\mathbf r|\) below. The potential \(\phi\) obeys

\[
\nabla^2\phi(\mathbf r)=-\frac{4\pi\lambda}{\varepsilon}\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^2}\Big]. \tag{1}
\]

This equation leaves an additive constant free. It is fixed by two requirements: \(\phi\) has the periodicity of the array, and its average over a cell is zero. This is the convention of a plane-wave calculation in which the term of zero wave vector is dropped. The constant 1.3105 derived below belongs to it.

Two periodic solutions of (1) differ by a smooth periodic function with zero Laplacian. Such a function attains its maximum, so by the maximum principle it is constant, and the zero average makes the constant vanish. The potential is therefore unique.

It is convenient to remove the dimensions. Let

\[
u=\frac{\phi}{2\lambda/\varepsilon},\qquad X=\frac xL,\quad Y=\frac yL,\quad \varrho=\frac rL,\quad Z=X+iY .
\]

The angle of \(\mathbf r\) with the \(x\) axis is \(\theta\). Dividing (1) by \(2\lambda/\varepsilon\) and multiplying by \(L^2\) gives, in the scaled coordinates, a source \(-2\pi\) times the unit delta functions and \(+2\pi\) from the background.

### Theorem 1

Under these assumptions, for \(0<r<L\),

\[
\phi(\mathbf r)=\frac{2\lambda}{\varepsilon}\Big[\ln\frac Lr-C+\frac{\pi r^2}{2L^2}+a_4\frac{r^4}{L^4}\cos4\theta+a_8\frac{r^8}{L^8}\cos 8\theta+\dots\Big], \tag{2}
\]

where the \(a_j\) are pure numbers and

\[
C=\ln2\pi-\frac\pi6+2\sum_{k=1}^\infty\ln\!\big(1-e^{-2\pi k}\big)=1.3105 . \tag{3}
\]

The law \((2\lambda/\varepsilon)[\ln(L/r)-1.3105]\) is thus the limiting form for \(r\ll L\). The proof uses four lemmas.

### Lemma 1: Fourier series

The reduced potential is

\[
u=\frac1{2\pi}\sum_{(m,n)\ne(0,0)}\frac{e^{2\pi i(mX+nY)}}{m^2+n^2}. \tag{4}
\]

**Proof.** The reciprocal vectors are \(\mathbf G=(2\pi/L)(m,n)\). The array of delta functions has the Fourier series \(L^{-2}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), because each coefficient is the cell integral of \(\delta(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\), which is one, divided by the cell area. The background cancels the term \(\mathbf G=0\). On the left of (1), the Laplacian multiplies each coefficient \(\phi_{\mathbf G}\) by \(-G^2\). Hence

\[
\phi_{\mathbf G}=\frac{4\pi\lambda}{\varepsilon L^2G^2}\quad(\mathbf G\neq0),\qquad \phi_0=0 .
\]

The second equation is the zero average. Division by \(2\lambda/\varepsilon\) turns the coefficient into \(2\pi/(L^2G^2)\). Since \(L^2G^2=4\pi^2(m^2+n^2)\), this equals \(1/[2\pi(m^2+n^2)]\). \(\square\)

The series (4) does not converge absolutely, since the number of terms at distance \(K=\sqrt{m^2+n^2}\) grows as \(K\) while each falls as \(K^{-2}\). The squares of the coefficients are summable, however, so (4) converges in the mean-square sense, and for that kind of convergence the terms may be grouped in any way. They are now grouped by \(n\).

### Lemma 2: the sum over one index

For \(0<X<1\),

\[
u=\pi\Big(X^2-X+\frac16\Big)+\sum_{n=1}^\infty\frac{\cos(2\pi nY)}{n}\,\frac{\cosh[\pi n(1-2X)]}{\sinh\pi n}. \tag{5}
\]

**Proof.** Take first \(n\ge1\), and compute the Fourier coefficients of \(\cosh[\pi n(1-2X)]\) on the interval from 0 to 1. Writing the hyperbolic cosine as two exponentials,

\[
\int_0^1\!\cosh[\pi n(1-2X)]e^{-2\pi imX}dX
=\frac12\Big[\frac{e^{\pi n}(1-e^{-2\pi n})}{2\pi(n+im)}+\frac{e^{-\pi n}(e^{2\pi n}-1)}{2\pi(n-im)}\Big].
\]

Here \(e^{\pm2\pi im}=1\) was used at the upper limit. Both numerators equal \(2\sinh\pi n\), and the two fractions add up through

\[
\frac1{n+im}+\frac1{n-im}=\frac{2n}{n^2+m^2}.
\]

The coefficient is therefore \(n\sinh(\pi n)/[\pi(n^2+m^2)]\). The function takes equal values at 0 and 1, so its periodic continuation is continuous, and its coefficients are absolutely summable. Its Fourier series therefore converges to it, which gives

\[
\sum_{m=-\infty}^\infty\frac{e^{2\pi imX}}{m^2+n^2}=\frac\pi n\,\frac{\cosh[\pi n(1-2X)]}{\sinh\pi n}. \tag{6}
\]

For \(n=0\) the term \(m=0\) is absent. Let \(p(X)=X^2-X+\tfrac16\). Its mean is \(\tfrac13-\tfrac12+\tfrac16=0\). For \(m\ne0\), integrate by parts twice. The first boundary term vanishes because \(p(0)=p(1)\), and the second contains \(p'(1)-p'(0)=2\):

\[
\int_0^1p\,e^{-2\pi imX}dX=\frac1{2\pi im}\int_0^1(2X-1)e^{-2\pi imX}dX
=\frac1{2\pi im}\cdot\frac{2}{-2\pi im}=\frac1{2\pi^2m^2}.
\]

The remaining integral of the second step is that of a constant times \(e^{-2\pi imX}\), which is zero. Hence

\[
\sum_{m\neq0}\frac{e^{2\pi imX}}{m^2}=2\pi^2\,p(X). \tag{7}
\]

Insert (6) and (7) in (4). The terms \(n\) and \(-n\) combine to \(2\cos(2\pi nY)\), and the prefactor \(1/(2\pi)\) changes \(2\pi^2p\) into \(\pi p\) and \(2\pi/n\) into \(1/n\). This is (5). For \(0<X<1\) its terms decrease exponentially with \(n\), so it also holds point by point. \(\square\)

The two parts of (5) have a plain meaning. The first is the potential of charged planes, obtained by spreading each column of lines evenly along \(y\). The second restores the discreteness of the lines within each column.

### Lemma 3: the constant

As \(\varrho\to0\), \(u=-\ln\varrho-C+O(\varrho^2)\), with \(C\) given by (3).

**Proof.** Let \(q=e^{-2\pi}\) and take \(X>0\). Multiply the numerator and denominator of the hyperbolic ratio by \(2e^{-\pi n}\):

\[
\frac{\cosh[\pi n(1-2X)]}{\sinh\pi n}=\frac{e^{-2\pi nX}+q^ne^{2\pi nX}}{1-q^n}
=e^{-2\pi nX}+\frac{2q^n}{1-q^n}\cosh(2\pi nX). \tag{8}
\]

The last form follows from \(1/(1-q^n)=1+q^n/(1-q^n)\), applied to the first exponential. It isolates the slowly convergent part. With \(w=e^{-2\pi Z}\), for which \(|w|<1\),

\[
\sum_{n=1}^\infty\frac{e^{-2\pi nX}\cos2\pi nY}{n}=\operatorname{Re}\sum_{n=1}^\infty\frac{w^n}{n}=-\ln|1-w| . \tag{9}
\]

For small \(Z\), \(1-w=2\pi Z-2\pi^2Z^2+O(Z^3)=2\pi Z[1-\pi Z+O(Z^2)]\). The logarithm of the modulus is the real part of the complex logarithm, so

\[
-\ln|1-w|=-\ln(2\pi\varrho)+\pi X+O(\varrho^2).
\]

The linear term \(+\pi X\) cancels the \(-\pi X\) in the first part of (5). This must happen, since inversion through a line leaves the potential unchanged. What remains of the first part is \(\pi/6+O(\varrho^2)\).

The second part of (8) gives a sum that converges rapidly near the line and is even in \(X\) and in \(Y\). At the line it equals

\[
2\sum_{n=1}^\infty\frac{q^n}{n(1-q^n)}=2\sum_{n=1}^\infty\sum_{k=1}^\infty\frac{q^{nk}}{n}=-2\sum_{k=1}^\infty\ln(1-q^k).
\]

The first step is the geometric series; the second exchanges two sums of positive terms and uses the series of the logarithm. Collecting everything,

\[
u=-\ln\varrho-\ln2\pi+\frac\pi6-2\sum_{k=1}^\infty\ln(1-q^k)+O(\varrho^2),
\]

which is the claim for \(X>0\). Inversion gives it for \(X<0\), and continuity on the line \(X=0\) away from the origin. \(\square\)

The three pieces of the constant are \(1.837877\), \(-0.523599\) and \(-0.003745\). Their sum is

\[
C=1.837877-0.523599-0.003745=1.310533 .
\]

The sum over \(k\) changes the constant by less than 0.3 per cent. The expression \(\ln[\Gamma(1/4)^2/(2\sqrt\pi)]\) agrees with this value in a numerical test; the proof does not need it.

### Lemma 4: the form of the corrections

The function \(h=u+\ln\varrho+C-\pi\varrho^2/2\) is harmonic for \(\varrho<1\), and it contains only the angular dependences \(\cos4\theta,\cos8\theta,\dots\)

**Proof.** Away from the lines, the background gives \(u\) the scaled Laplacian \(2\pi\). The function \(\pi\varrho^2/2\) has the same Laplacian, since that of \(\varrho^2\) is 4, and \(\ln\varrho\) has none. So \(h\) is harmonic in the disk \(\varrho<1\) except possibly at its centre. By Lemma 3 it tends to zero there, and an isolated point at which a harmonic function stays bounded is no singularity. Hence \(h\) is the real part of a power series in \(Z\).

The charges are unchanged by a rotation through \(90^\circ\) and by the reflection \(y\to-y\). By uniqueness the potential is unchanged as well. The rotation multiplies \(Z^j\) by \(i^j\), so only powers with \(j\) a multiple of four survive; the reflection makes their coefficients real. The term \(j=0\) vanishes because \(h(0)=0\). What remains is \(\sum_ja_j\varrho^j\cos j\theta\) with \(j=4,8,\dots\) \(\square\)

Lemmas 3 and 4 together prove Theorem 1. The radius \(L\) in the theorem is the distance to the nearest other line, where a new singularity appears.

### Remark: how far the logarithm reaches

The quadratic term in (2) is the potential of the background near the line. At \(r/L=0.1\), on the \(x\) axis, the full reduced potential is 1.0078 and the bare law gives 0.9921, which is 1.6 per cent too low relative to the full value. With the quadratic term the result is again 1.0078. At \(r/L=0.3\) the bare law gives \(-0.107\), while the full value is \(+0.041\); even the sign is wrong. The quadratic term brings the estimate to \(+0.035\).

The remaining difference is the fourfold part. Divided by \((r/L)^4\), at \(r/L=0.1\), it is 0.788 along the axis and \(-0.788\) along the diagonal, so \(a_4\approx0.788\). The change of sign is the one required by \(\cos4\theta\).

### Remark: what depends on the cell and what does not

The reduced potential depends on \(\mathbf r/L\) alone, and its singularity at a line is \(-\ln r\), fixed by the charge of that line. These two facts already force the combination \(\ln(L/r)\). They hold for any fixed cell shape with \(L\) a chosen length of the cell, so the coefficient of \(\ln L\) does not depend on the shape. The number \(C\) does.

A circular cell gives an estimate of \(C\) without lattice sums. Let its radius be \(R_c\), with \(\pi R_c^2=L^2\). The function

\[
u_c=-\ln\frac r{R_c}+\frac{r^2}{2R_c^2}-\frac34
\]

has the Laplacian \(2/R_c^2=2\pi/L^2\) of the same background. Its radial derivative \(-1/r+r/R_c^2\) vanishes at \(r=R_c\), as neutrality demands. With \(t=r/R_c\), the averages over the disk are \(\int_0^12t(-\ln t)dt=\tfrac12\) and \(\int_0^12t(t^2/2)dt=\tfrac14\), so \(u_c\) has zero average. Near the line \(u_c\to\ln(L/r)-\tfrac12\ln\pi-\tfrac34\), because \(R_c=L/\sqrt\pi\). The constant is 1.3224, about 0.9 per cent above \(C\).

### Remark: another zero of potential gives another constant

One may also build the array from neutral square cells, each holding a line at its centre and its share of background, and add their potentials in real space. In scaled units, let \(v\) be the reduced potential of one such cell and \(\sigma\) its charge density divided by the line charge, so that \(\nabla^2v=-2\pi\sigma\). The cell has no net charge, no dipole by inversion, and no quadrupole by fourfold symmetry. Its potential falls at least as fast as \(\varrho^{-4}\), and the sum over cells converges absolutely.

The sum obeys the same Poisson equation as \(u\) and is periodic. It can differ from \(u\) only by its own average, which is the integral of \(v\) over the whole plane. Green's identity with the functions \(\varrho^2\) and \(v\) has vanishing terms at infinity, because of the decay of \(v\). Since \(\nabla^2\varrho^2=4\),

\[
4\int v\,d^2\varrho=\int\varrho^2\nabla^2v\,d^2\varrho=-2\pi\int\varrho^2\sigma\,d^2\varrho=-2\pi\Big(-\frac16\Big).
\]

The line at the origin does not contribute to the last integral, and the mean of \(X^2+Y^2\) over the unit square is \(\tfrac1{12}+\tfrac1{12}=\tfrac16\). The average is thus \(\pi/12\), and the constant becomes \(C-\pi/12=1.0487\). A direct real-space sum gives the same number. The difference is a shift of the whole potential and has no effect on the energy of a neutral cell.

## Second half: energies of charged wires and dislocations

### Symbols and results taken over

Lines of charge \(\lambda\) per length form a square array of side \(L\) in a medium of dielectric constant \(\varepsilon\), with a neutralizing uniform background. The potential \(\phi=(2\lambda/\varepsilon)u\) has zero cell average. The lattice points are \(\mathbf R\) and the reciprocal vectors are \(\mathbf G\). The first half showed that

\[
u=\frac{2\pi}{L^2}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad
u=\ln\frac Lr-C+\frac{\pi r^2}{2L^2}+O\!\Big(\frac{r^4}{L^4}\Big), \tag{10}
\]

with \(C=1.3105\). The second form holds near a line.

### The energy and the need for a profile

The electrostatic energy per unit length of one cell is \(E/\ell=\tfrac12\int\rho\,\phi\,d^2r\), where \(\rho\) is the free charge density, background included. An ideal line has an infinite value, because \(\phi\) diverges at its own position. A wire has a finite width, however, and so has the charge on a dislocation. Let the charge of each line be spread with the profile

\[
g(\mathbf r)=\frac{e^{-r^2/s^2}}{\pi s^2},\qquad\int g\,d^2r=1 .
\]

The width \(s\) and the line charge \(\lambda\) are held fixed while \(L\) changes. Spreading the charge averages the potential over displaced copies, so its cell average remains zero. The background is uniform, and its contribution to the energy is therefore proportional to this average and vanishes. The energy is half the wire charge times the potential it feels, which still includes the potential produced by the background.

### Theorem 2

For the Gaussian profile,

\[
\frac E\ell=\frac{\lambda^2}{\varepsilon}\Big[\ln\frac Ls-C+\frac\gamma2-\frac12\ln2+\frac{\pi s^2}{L^2}-\frac12\sum_{\mathbf R\neq0}E_1\!\Big(\frac{R^2}{2s^2}\Big)\Big], \tag{11}
\]

where \(\gamma=0.5772\) is Euler's constant and \(E_1(a)=\int_a^\infty e^{-v}dv/v\). The last sum is exponentially small for \(L\gg s\). At fixed \(\lambda\), \(\varepsilon\) and \(s\), the energy per length therefore grows without limit, as \((\lambda^2/\varepsilon)\ln L\).

The potential of the array is now known near a line, including the constant \(C\), and Theorem 2 states the energy per length for a Gaussian charge profile. It remains to prove that theorem and to apply it to a numerical example, to charge that varies along the wire, and to cells with several lines or charged dislocations.
